# Atomic Polar Tensors and Born Charges: Sum Rules and a Two-Band Chain, part 2

We seek the Born charge $Z^*_B$ of the anion in a chain ABAB…, the derivative of $aP$ ($P$ the polarization) with respect to a displacement $u$ of the whole B sublattice at zero macroscopic field. Hartree atomic units are used; the electron has charge $-1$.

Sites A and B have levels $\pm\Delta$ ($\Delta>0$), positions $\tau_A=0$, $\tau_B=d+u$, and core charges $Z_A+Z_B=2$; the cell is $a=2d$, with one doubly filled band. Orbitals are orthonormal and point-like, at $x_i$, with populations $n_i$ and charges $q_i=Z_i-n_i$. The hopping is $-t(r)$, with $\eta=-d\ln t/d\ln d$. The bonds left (1) and right (2) of B have

$$t_1=t+\delta,\qquad t_2=t-\delta,\qquad \delta=t'u,\qquad t'=\frac{dt}{dr}\Big|_d=-\frac{\eta t}{d}.\tag{11}$$

At fixed positions $H=\mathbf d\cdot\boldsymbol\sigma$, with $\theta=ka/2$ and

$$\mathbf d=(-2t\cos\theta,\;2\delta\sin\theta,\;\Delta).\tag{14}$$

At $\delta=0$ the states $|\pm\rangle$ have energies $\pm E_k$, $E_k=E_0D$, $D=\sqrt{1-m\sin^2\theta}$, $E_0=\sqrt{\Delta^2+4t^2}$, $s=\Delta/E_0$, $m=1-s^2$; $\mathsf K=\int_0^{\pi/2}D^{-1}d\theta$, $\mathsf E=\int_0^{\pi/2}D\,d\theta$.

The Wannier centre is $\bar x=\frac{a}{2\pi}\int dk\,\mathcal A_k$, $\mathcal A_k=i\,c^\dagger\partial_kc$, with $c$ the lower eigenvector, $c_j(k+G)=e^{-iG\tau_j}c_j(k)$, $G=2\pi/a$. A Wilson loop computes $\bar x$ from overlaps on a $k$ mesh. Then

$$Z^*_B=(Z_B-2w_B)-2t'\,\frac{\partial\bar x}{\partial\delta}\equiv q_B+Z_{\rm dyn},\tag{13}$$

with $\partial\bar x/\partial\delta$ at fixed positions and $w_B$, the zone average of $|c_B|^2$, even in $u$:

$$w_B=\frac12+\frac{1}{2}\cdot\frac{2}{\pi}\,s\mathsf K=\frac12+\frac{s\mathsf K}{\pi}.\tag{15}$$

The full result, whose $Z_{\rm dyn}$ is still to be derived, is

$$Z^*_B=-Z^*_A=q_B+Z_{\rm dyn},\qquad q_B=Z_B-1-\frac{2}{\pi}s\mathsf K,\qquad Z_{\rm dyn}=-\frac{2\eta}{\pi}\Big(\frac{\mathsf E}{s}-s\mathsf K\Big).\tag{3}$$

For a finite system with dipole $\boldsymbol\mu$, energy $\mathcal E$, field $\mathbf F$ and nuclear forces $f_{A\beta}$, the atomic polar tensor (APT) $P^A_{\alpha\beta}=\partial\mu_\alpha/\partial R_{A\beta}$ obeys

$$P^A_{\alpha\beta}=-\frac{\partial^2\mathcal E}{\partial F_\alpha\,\partial R_{A\beta}}=\frac{\partial f_{A\beta}}{\partial F_\alpha}.\tag{5}$$

The final listing also includes earlier checks: Hartree–Fock/6-31G molecules (GAPT charge: $\tfrac13\operatorname{tr}P^A$) and a plane-wave (PW) crystal with Gaussian wells.

**The dynamical term.** Define $\mathcal A_\delta=i\,c^\dagger\partial_\delta c$. It is periodic in $k$, because the phases $e^{-iG\tau_j}$ do not depend on $\delta$, so $\int\partial_k\mathcal A_\delta\,dk=0$ may be subtracted:

$$\frac{\partial\bar x}{\partial\delta}=\frac{a}{2\pi}\int dk\,\mathcal F_k,\qquad \mathcal F_k=\partial_\delta\mathcal A_k-\partial_k\mathcal A_\delta=-2\operatorname{Im}\langle\partial_\delta c|\partial_kc\rangle.\tag{16}$$

The second derivatives $i\,c^\dagger\partial_\delta\partial_kc$ cancel, and the remainder $i(z-z^*)$ with $z=\langle\partial_\delta c|\partial_kc\rangle$ equals $-2\operatorname{Im}z$. Insert $1=|-\rangle\langle-|+|+\rangle\langle+|$ into $z$. Normalization makes $\langle-|\partial-\rangle$ imaginary, so the first term is a product of two imaginary numbers and is real. For the second, differentiating the eigenvalue equation and projecting on $\langle+|$ gives $\langle+|\partial-\rangle=-\langle+|\partial H|-\rangle/2E_k$. Hence

$$\mathcal F_k=-\frac{2}{4E_k^2}\operatorname{Im}\,\langle-|\partial_\delta H|+\rangle\langle+|\partial_kH|-\rangle.\tag{17}$$

From (14) at $\delta=0$, $\partial_\delta H=2\sin\theta\,\sigma_y$ and $\partial_kH=ta\sin\theta\,\sigma_x$. Using $|+\rangle\langle+|=1-|-\rangle\langle-|$, the product of matrix elements of $\sigma_y$ and $\sigma_x$ is $\langle\sigma_y\sigma_x\rangle_--\langle\sigma_y\rangle_-\langle\sigma_x\rangle_-$. The last term is real. With $\sigma_y\sigma_x=-i\sigma_z$ and $\langle\sigma_z\rangle_-=-\Delta/E_k$ the imaginary part is $+\Delta/E_k$, so

$$\mathcal F_k=-\frac{2}{4E_k^2}\,(2ta\sin^2\theta)\,\frac{\Delta}{E_k}=-\frac{ta\Delta\sin^2\theta}{E_k^3}.\tag{18}$$

This Berry curvature peaks at the gap, where it equals $-ta/\Delta^2$.

The integral needs $\int D^{-3}$. With $S=\sin^2\theta$,

$$\frac{d}{d\theta}\frac{\sin\theta\cos\theta}{D}=\frac{(1-2S)(1-mS)+mS(1-S)}{D^3}=\frac{1-2S+mS^2}{D^3}.$$

Substituting $S=(1-D^2)/m$, the numerator becomes $[m-2(1-D^2)+(1-D^2)^2]/m=[D^4-(1-m)]/m$. The left side integrates to zero on $[0,\pi/2]$, so $\int_0^{\pi/2}D^{-3}d\theta=\mathsf E/(1-m)=\mathsf E/s^2$. The same substitution gives $\int_0^{\pi/2}SD^{-3}d\theta=(\mathsf E/s^2-\mathsf K)/m$. With $mE_0^2=4t^2$ and $\Delta/E_0=s$,

$$\frac{\partial\bar x}{\partial\delta}=-\frac{2ta\Delta}{\pi E_0^3m}\Big(\frac{\mathsf E}{s^2}-\mathsf K\Big)=-\frac{a}{2\pi t}\Big(\frac{\mathsf E}{s}-s\mathsf K\Big).\tag{19}$$

The bracket is positive, being $sm$ times the integral of a positive function. By (11), $at'/t=-2\eta$, and $Z_{\rm dyn}=-2t'\,\partial\bar x/\partial\delta=\frac{at'}{\pi t}(\mathsf E/s-s\mathsf K)$ is the expression in (3).

The sign has a direct reading. When B moves right, the right bond shortens and strengthens, $\delta<0$, and by (19) the electron pair shifts further right. Negative charge runs ahead of the anion, making its Born charge more negative than its population charge.

### Limits and the threshold for an anomaly

For $\Delta\ll t$, $s\approx\Delta/2t\to0$ and $\mathsf E\to\int_0^{\pi/2}\cos\theta\,d\theta=1$. With $\varphi=\pi/2-\theta$, $D^2=s^2+m\sin^2\varphi\ge s^2+m(2\varphi/\pi)^2$, which integrates to $\mathsf K\le\frac{\pi}{2\sqrt m}\operatorname{arsinh}(\sqrt m/s)$. The growth is only logarithmic, so $s\mathsf K\to0$ and

$$q_B\to Z_B-1,\qquad Z_{\rm dyn}\to-\frac{4\eta t}{\pi\Delta}.\tag{20}$$

In this limit, and for $\eta>0$, a smaller $\Delta/t$ brings the population charge closer to $Z_B-1$ and makes $Z_{\rm dyn}$ larger in magnitude. The divergence comes with a shrinking range of validity: at the zone edge $\mathbf d=(0,2\delta,\Delta)$, so linear response requires $|t'u|\ll\Delta$, and at $\Delta=0$ the undistorted chain is a metal.

For $\Delta\gg t$, $m\approx4t^2/\Delta^2$ is small. Expanding $D^{\mp1}\approx1\pm mS/2$, with $S$ averaging to $\tfrac12$, gives $\mathsf K\approx\frac\pi2(1+\frac m4)$ and $\mathsf E\approx\frac\pi2(1-\frac m4)$, while $s^{\pm1}\approx1\mp\frac m2$. Then $s\mathsf K\approx\frac\pi2(1-\frac m4)$ and $\mathsf E/s\approx\frac\pi2(1+\frac m4)$, so

$$Z_{\rm dyn}\approx-\frac{\eta m}{2}\approx-\frac{2\eta t^2}{\Delta^2},\qquad Z^*_B\approx Z_B-2+m\Big(\frac14-\frac\eta2\Big).\tag{21}$$

Perturbation theory confirms this. The Wannier function is $|B\rangle$ with admixtures $t_{1,2}/2\Delta$ of the A orbitals at $\mp d$; amplitudes on more distant sites are of higher order and enter $\bar x$ squared. Thus $\bar x-\tau_B=d(t_2^2-t_1^2)/4\Delta^2=-dt\delta/\Delta^2$, and $Z_{\rm dyn}=2t'dt/\Delta^2=-2\eta t^2/\Delta^2$.

A Born charge is called anomalous when it lies beyond the formal charge, here $Z^*_B<Z_B-2$. By (3) this means $s\mathsf K+\eta(\mathsf E/s-s\mathsf K)>\pi/2$. The left side increases with $\eta$, so for $\eta\ge\tfrac12$

$$s\mathsf K+\eta\Big(\frac{\mathsf E}{s}-s\mathsf K\Big)\ge\frac12\Big(\frac{\mathsf E}{s}+s\mathsf K\Big)\ge\sqrt{\mathsf E\mathsf K}>\frac\pi2.\tag{22}$$

The second step is the inequality of arithmetic and geometric means. The third is Cauchy–Schwarz, $(\pi/2)^2=(\int D^{1/2}D^{-1/2})^2\le\mathsf E\mathsf K$, strict unless $D$ is constant, that is unless $t=0$. For $0<\eta<\tfrac12$, (21) shows no anomaly at large $\Delta$, while (20) shows one at small $\Delta$. Wilson loops at $\Delta/t=5$ with $Z_B=1$ gave $Z^*_B=-0.9632,\,-0.9935,\,-1.0011,\,-1.0086$ for $\eta=0,\,0.4,\,0.5,\,0.6$. At $\eta=\tfrac12$ the term linear in $m$ vanishes and the small excess is of higher order.

### Bond orders and charge flux

Write the hopping energy as $-\sum_bt_b\hat p_b$ with $\hat p_b=\sum_\sigma(c^\dagger_{i\sigma}c_{j\sigma}+\text{h.c.})$; its mean $p_b$ is twice the Coulson bond order. In a field the Hamiltonian of a finite chain gains $-F\sum_ix_i(Z_i-\hat n_i)$. For one B atom $j$, $\partial t_1/\partial x_j=t'$ and $\partial t_2/\partial x_j=-t'$, so the Hellmann–Feynman force is $f_j=t'(p_1-p_2)+F(Z_j-n_j)$ plus field-independent core repulsion. Equation (5) at $F=0$ gives $P^j=q_j+t'\partial(p_1-p_2)/\partial F$. Alternatively $\mu=\sum_iq_ix_i$ gives $P^j=q_j+\sum_ix_i\,\partial q_i/\partial x_j$. Displacing the B atoms of $N_c$ cells changes the dipole by $N_cP^ju$ apart from end effects, and also by $N_ca\,\delta P=N_cZ^*_Bu$. The model has no Coulomb interaction and hence no depolarizing field, so $P^j=Z^*_B$ in the interior and

$$Z_{\rm dyn}=t'\,\frac{\partial(p_1-p_2)}{\partial F}=\sum_ix_i\frac{\partial q_i}{\partial x_j}.\tag{23}$$

The dynamical charge is the hopping slope times the bond-order alternation induced by a field, or equally the dipole of the charge that flows when one atom moves. Reflection about $j$ reverses the displacement, so $\partial q_i/\partial x_j$ is odd about $j$. Summed over all displaced B atoms these changes cancel on every interior site, in agreement with the evenness of $w_B$. What survives is a current through the bonds, and charge accumulates only at the ends.

### Worked example

The chosen inputs are $d=5.2$ bohr (2.752 Å), $\Delta=0.022$ Ha (gap 0.044 Ha, 1.197 eV), $t=0.030$ Ha (0.816 eV), $t(r)\propto r^{-2}$ so that $\eta=2$, and $Z_A=Z_B=1$. These values are illustrative.

Then $t'=-2(0.030)/5.2=-0.011538$ Ha/bohr, $E_0=\sqrt{0.022^2+0.060^2}=0.063906$ Ha, $s=0.344255$, $m=0.881489$, $\mathsf K=2.498465$ and $\mathsf E=1.119579$. These give $s\mathsf K=0.860108$, $\mathsf E/s=3.252183$ and a difference of $2.392075$. From (15), $w_B=0.5+0.860108/\pi=0.773781$ and $q_B=1-2(0.773781)=-0.5476$. The curvature at the gap is $-0.030(10.4)/0.022^2=-644.6$ bohr/Ha. From (19), $\partial\bar x/\partial\delta=-\frac{10.4}{2\pi(0.030)}(2.392075)=-131.98$ bohr/Ha. The Wannier centre moves as $d\bar x/du=0.7738+(0.011538)(131.98)=2.2966$, more than twice as fast as the atom. Finally

$$Z_{\rm dyn}=-\frac4\pi(2.392075)=-3.0457,\qquad Z^*_B=-0.5476-3.0457=1-2(2.2966)=-3.593.$$

The formal charge is $-1$. A Wilson loop with the full $t(r)$ gave $Z^*_B=-3.593247$ and $Z^*_A=+3.593247$, the value of (3) to all digits shown.

An open chain of 120 sites was diagonalized directly. A central B atom has $P^j=-3.593247$, and the sum over all atoms is $-1.3\times10^{-7}$. Near the left end the values are $1.9431,\,-3.0113,\,3.2959$, so the interior magnitude $3.593$ is approached only over several sites. At the centre $p=1.1168$ and $\partial(p_1-p_2)/\partial F=263.96$, which times $t'$ is $-3.046$. The charge derivatives on the first three sites to the right of $j$ are $-0.1062,\,-0.0393,\,-0.0161$ per bohr, with opposite signs on the left. The nearest neighbours contribute $-2(5.2)(0.1062)=-1.10$ to (23), and three shells give $-10.4[0.1062+2(0.0393)+3(0.0161)]=-2.42$ out of $-3.046$. For these parameters about 64% of the sum in (23) comes from charge on sites beyond the nearest neighbours. This share depends on $\Delta/t$. For $\Delta\gg t$ the A site on the right holds $2t_2^2/4\Delta^2$ electrons from its bond to $j$, so $\partial q/\partial x_j=tt'/\Delta^2$, and the two neighbours give $2d\,tt'/\Delta^2=-2\eta t^2/\Delta^2$, the whole of $Z_{\rm dyn}$ in (21).

At $\eta=2$ the gap dependence is as follows; Wilson loops reproduced every $Z^*_B$ to the digits given.

| $\Delta/t$ | $q_B$ | $Z_{\rm dyn}$ | $Z^*_B$ |
|---|---|---|---|
| 0.1 | −0.1394 | −25.3413 | −25.4807 |
| 0.3 | −0.3123 | −8.2242 | −8.5365 |
| 1 | −0.6426 | −2.0699 | −2.7126 |
| 3 | −0.9102 | −0.3860 | −1.2962 |
| 10 | −0.9902 | −0.0394 | −1.0296 |

The limit (20) gives $-25.46$ at $\Delta/t=0.1$ and $-8.49$ at $0.3$; the limiting form $-2\eta t^2/\Delta^2$ in (21) gives $-0.0400$ at $10$ and $-0.444$ at $3$. The magnitudes of $q_B$ and $Z^*_B$ move in opposite directions along the table, and the two charges come close to each other only at large $\Delta/t$.

The magnitudes belong to the model. They and the threshold $\eta=\tfrac12$ depend on the coordination. With $z$ neighbours on a two-sublattice hypercubic lattice and $\Delta\gg t$, B loses $zt^2/2\Delta^2$ electrons to all its neighbours, while only the two bonds along the displacement contribute $Z_{\rm dyn}\approx-2\eta t^2/\Delta^2$; the anomaly at large $\Delta$ then needs $\eta>z/4$, which is $\tfrac12$ for the chain, $1$ for the square lattice and $\tfrac32$ for the simple cubic lattice. On the simple cubic lattice the smallest gap lies on a surface of the zone, so $Z_{\rm dyn}$ still grows as $1/\Delta$, with about half the coefficient in (20), and the parameters of the worked example give $Z^*_B\approx-2.2$ instead of $-3.6$. Point-like orbitals omit the polarization of each atom within itself. A self-consistent shift of $\Delta$ with the populations would not alter (13) for a sublattice displacement, since the populations are stationary at $u=0$; it would only change the value of $\Delta$ to be inserted.

## Values computed for the example and the checks

```
H2O input (bohr): O origin, H (0, +-1.43, 1.11)
H3O+ input (bohr): O origin, H at radius 1.77, z = 0.55
H2O dipole (e bohr):  -0.0000   0.0000   1.0359
H2O APT diag O (e):  -0.9333  -0.4961  -0.3838
H2O APT diag sum over atoms (e):   0.0000  -0.0000   0.0000
H2O GAPT charges (e):  -0.6044   0.3022   0.3022
H2O Mulliken charges (e):  -0.7915   0.3957   0.3957
H2O max error transl./rot. rule: 5.9e-06 e, 7.4e-06 e bohr
H2O APT H1 row x (e):   0.4666   0.0000  -0.0000
H2O APT H1 row y (e):  -0.0000   0.2480  -0.1697
H2O APT H1 row z (e):  -0.0000  -0.0984   0.1919
H2O O zz: dmu/dR = -0.38379 e, -d2E/dFdR = -0.38379 e
H2O frozen basis, sum of zz elements = 8.0366 e (rule demands 0)
H3O+ dipole (e bohr):  -0.0000  -0.0000   0.9970
H3O+ APT diag O (e):  -0.6512  -0.6512  -0.6431
H3O+ APT diag sum over atoms (e):   1.0000   1.0000   1.0000
H3O+ GAPT charges (e):  -0.6485   0.5495   0.5495   0.5495
H3O+ Mulliken charges (e):  -0.7090   0.5697   0.5697   0.5697
H3O+ max error transl./rot. rule: 1.3e-06 e, 1.1e-06 e bohr
PW input: cell 8.0, wells at 0, 3.6, width 0.8 bohr; depths 0.6, 1.0 Ha; cores +1
PW gap = 0.2560 Ha, Z*A = 1.50564 e, Z*B = -1.50564 e
chain input: d = 5.2 bohr (2.752 A), a = 10.4 bohr, eta = 2.0, ZA = ZB = 1
t = 0.03 Ha (0.816 eV), Delta = 0.022 Ha, gap = 0.044 Ha (1.197 eV)
t' = -0.011538 Ha/bohr, E0 = 0.063906 Ha, m = 0.881489, s = 0.344255
K = 2.498465, E = 1.119579, sK = 0.860108, E/s = 3.252183, E/s - sK = 2.392075
wB = 0.773781, qB = -0.547562 e, formal charge = -1 e
curvature at k = pi/a: -644.628 bohr/Ha
dxbar/ddelta = -131.9797 bohr/Ha, dxbar/du = 2.296623
Zdyn = -3.045685 e, Z*B formula = -3.593247 e
Wilson loop: Z*A = 3.593247 e, Z*B = -3.593247 e
open chain N = 120: central B APT = -3.593247 e, sum = -1.3e-07 e
open chain end APTs (e): first   1.9431  -3.0113   3.2959
open chain end APTs (e): last   -3.2959   3.0113  -1.9431
dq/du, sites j-3..j+3 (e/bohr):   0.0161   0.0393   0.1062   0.0000  -0.1062  -0.0393  -0.0161
charge flux sum x dq/du = -3.045685 e
bond order p = 1.116751, d(p1-p2)/dF = 263.9593 1/a.u., times t' = -3.045685 e
scan eta = 2: Delta/t, qB, Zdyn, Z*B, Wilson, small-gap, large-gap Zdyn (e)
  0.1000  -0.1394 -25.3413 -25.4807 -25.4807 -25.4648 -400.0000
  0.3000  -0.3123  -8.2242  -8.5365  -8.5365  -8.4883 -44.4444
  1.0000  -0.6426  -2.0699  -2.7126  -2.7126  -2.5465  -4.0000
  3.0000  -0.9102  -0.3860  -1.2962  -1.2962  -0.8488  -0.4444
 10.0000  -0.9902  -0.0394  -1.0296  -1.0296  -0.2546  -0.0400
Delta/t = 5, eta = 0.0: Z*B = -0.963243 e
Delta/t = 5, eta = 0.4: Z*B = -0.993495 e
Delta/t = 5, eta = 0.5: Z*B = -1.001059 e
Delta/t = 5, eta = 0.6: Z*B = -1.008622 e
```
